# A falling island count does not prove ripening or migration

**Q:** I have micrographs of oxide islands taken after increasing numbers of deposition cycles. The density of separate islands drops by more than half, and the mean island area grows much faster than I expected. Nothing in the process removes material. Islands that disappear must have gone somewhere, so either large ones are consuming small ones, which is ripening, or whole islands are moving and colliding.

**A:** There is a third possibility. A micrograph shows connected objects. Two nuclei that stay where they are and grow until they touch become one object, although neither has moved or lost an atom. To decide whether this matters, we should calculate the count for a surface on which ripening and migration are absent by construction.

**Q:** What would you assume?

**A:** Nuclei sit at independent random points of a flat surface, with mean density $N$. All are present at the start. Each grows as a hemisphere, and at a given time all have the same radius $r$. Seen from above, the deposit is a union of discs of radius $r$. I call a connected piece of this union an object, and a bare patch fully enclosed by deposit a hole. Let $n$ be the mean number of objects per area, and define

$$\eta=\pi r^2N .$$

This is the summed disc area per surface area, with overlaps counted repeatedly. It is therefore not the coverage.

**Q:** Could the count in such a model go up as well as down?

**A:** No, and this part needs neither randomness nor circular shapes. Compare an earlier and a later image of the same field. Growth removes nothing, so the earlier deposit is contained in the later one. An earlier object is connected, hence it lies inside a single later object. This assigns one later object to each earlier object.

Every later object contains at least one nucleus, because no deposit exists without one. That nucleus was already present, so it belonged to some earlier object. Thus every later object is assigned at least one earlier object, and there cannot be more later objects than earlier ones. The argument fails if new nuclei appear between the images.

**Q:** "Cannot rise" is weaker than "falls". Perhaps contact is so rare that the count hardly changes.

**A:** Then we need probabilities. For independent random points, the number of nuclei in a region of area $S$ has a Poisson distribution with mean $NS$, so the region is empty with probability $\exp(-NS)$. A surface point is bare if no nucleus lies within distance $r$ of it. The coverage is therefore

$$\theta=1-e^{-\pi r^2N}=1-e^{-\eta}.$$

A nucleus is still alone if no other nucleus lies within $2r$. That region has area $4\pi r^2$, so the probability is $e^{-4\eta}$. The density of single-nucleus objects is $Ne^{-4\eta}$. The remaining nuclei, with density $N(1-e^{-4\eta})$, belong to objects holding at least two nuclei each, so they form at most half as many objects:

$$n\le Ne^{-4\eta}+\frac N2\left(1-e^{-4\eta}\right)=\frac N2\left(1+e^{-4\eta}\right).$$

The right side is below $N$ for every $r>0$. The mean count has fallen as soon as the nuclei have a finite size.

**Q:** That is an upper bound. Can you say how far the count really falls?

**A:** There is a closed formula for objects minus holes. Take a large window and sweep a horizontal line upward through it. Consider the deposit below the line, and treat everything above the line as bare. We follow how objects minus holes changes for this swept part. Effects at the window edge grow with its perimeter, so they drop out of the density for a large window.

A new piece begins when the line meets the lowest point of a disc, provided no other disc covers that point. This adds 1. There is one lowest point per nucleus, and it is uncovered if no other nucleus lies within $r$ of it, with probability $e^{-\eta}$. The gain per area is $Ne^{-\eta}$.

The other relevant events occur where two circles cross. Next to an uncovered crossing there is a bare wedge between the discs. Suppose that this wedge points downward from the crossing, so that the gap closes there. Just before, two branches of deposit reached the line on either side of the gap. Now they join. If they belonged to different objects, the number of objects drops by 1. If they belonged to the same object, the gap has become enclosed and the number of holes rises by 1. Objects minus holes drops by 1 in both cases.

**Q:** What about the top of a disc, or a gap that opens upward?

**A:** Neither changes the balance. At the top of a disc a branch ends, but the bare regions beside it were already connected through the region above the line. A gap that opens upward is also connected to that region, so it is not a hole. At a crossing whose wedge points sideways, the boundary merely bends.

**Q:** Then you need the number of crossings at which a gap closes.

**A:** First count all crossings. Around one nucleus, the mean number of others at distance between $s$ and $s+ds$ is $2\pi sN\,ds$. Multiplying by $N$ and dividing by 2, so that each pair is counted once, gives the density of overlapping pairs:

$$\frac{N^2}{2}\int_0^{2r}2\pi s\,ds=2\pi r^2N^2=2\eta N .$$

Each pair has two crossings, so their density is $4\eta N$. A crossing is uncovered if no third nucleus lies within $r$ of it, which again has probability $e^{-\eta}$.

Now take the orientation. Let $\psi$ be the angle between the outward normals of the two discs at the crossing. A bare direction must make an angle below $\pi/2$ with both normals. These directions form a wedge centred on the bisector of the normals, with half-angle $(\pi-\psi)/2$. Let the bisector make an angle $\delta$ with the downward direction. The whole wedge points below the line if

$$\delta+\frac{\pi-\psi}{2}<\frac{\pi}{2},\qquad\text{that is}\qquad \delta<\frac{\psi}{2}.$$

All orientations are equally likely. The favourable range, $\psi/2$ on either side of downward, has total width $\psi$ out of $2\pi$, so the probability is $\psi/(2\pi)$.

**Q:** And $\psi$ depends on how far apart the nuclei are.

**A:** Yes. Both centres are at distance $r$ from the crossing and are seen from it under the angle $\psi$, so $s=2r\sin(\psi/2)$ and $ds=r\cos(\psi/2)\,d\psi$. Among overlapping pairs the probability of a separation is proportional to $s$. Normalized on $0<s<2r$, it is

$$\frac{s\,ds}{2r^2}=\sin\frac{\psi}{2}\cos\frac{\psi}{2}\,d\psi=\frac12\sin\psi\,d\psi,\qquad 0<\psi<\pi .$$

Integration by parts gives the mean angle:

$$\langle\psi\rangle=\frac12\int_0^\pi\psi\sin\psi\,d\psi=\frac12\Big[-\psi\cos\psi+\sin\psi\Big]_0^\pi=\frac{\pi}{2}.$$

The mean closing probability is $\langle\psi\rangle/(2\pi)=1/4$. Whether a third disc covers the crossing does not depend on $\psi$, so the factors multiply. The density of closures is $4\eta N\cdot e^{-\eta}\cdot\tfrac14=\eta Ne^{-\eta}$. With $h$ the number of holes per area,

$$n-h=Ne^{-\eta}-\eta Ne^{-\eta}=N(1-\eta)e^{-\eta}.$$

Since $e^{-\eta}=1-\theta$ and $\eta=-\ln(1-\theta)$, this is also

$$n-h=N(1-\theta)\left[1+\ln(1-\theta)\right].$$

The second form contains no growth rate. It needs only the coverage and the nucleus density.

**Q:** My images give me the number of objects, not objects minus holes.

**A:** You can count the holes in the same images. Even without them, $h\ge0$ makes the result a lower bound:

$$N(1-\eta)e^{-\eta}\le n\le\frac N2\left(1+e^{-4\eta}\right).$$

For small $\eta$ the left side is $N(1-\eta)(1-\eta+\dots)=N(1-2\eta+\dots)$. The right side is $\tfrac N2(2-4\eta+\dots)$, which is the same to first order. Hence

$$\frac nN=1-2\eta+O(\eta^2).$$

Because $\theta\approx\eta$ here, the first percent of coverage already costs about two percent of the objects. At the other end, for $\eta>1$ the lower bound is negative and says nothing useful about $n$, but the formula still says something: holes then outnumber objects.

**Q:** Put in numbers that resemble a deposition run.

**A:** Take $N=0.01\ \mathrm{nm^{-2}}$, or $10^{12}\ \mathrm{cm^{-2}}$, and let the radius grow from zero by 0.1 nm per cycle. After 40 cycles $r=4$ nm, and

$$\eta=\pi\,(4\ \mathrm{nm})^2\,(0.01\ \mathrm{nm^{-2}})=0.503,\qquad \theta=1-e^{-0.503}=0.395,$$

$$\frac{n-h}{N}=(1-0.503)\times0.605=0.301 .$$

The upper bound on $n/N$ is 0.567. In a simulated pattern of 40,000 immobile nuclei, objects were counted from the contacts between discs, and holes separately as enclosed bare regions:

| Cycles | Coverage | Objects per nucleus | Holes per nucleus | $(1-\eta)e^{-\eta}$ |
|---|---|---|---|---|
| 10 | 0.031 | 0.939 | 0.000 | 0.939 |
| 20 | 0.118 | 0.772 | 0.001 | 0.771 |
| 30 | 0.246 | 0.545 | 0.004 | 0.541 |
| 40 | 0.395 | 0.313 | 0.015 | 0.301 |
| 50 | 0.544 | 0.133 | 0.032 | 0.098 |

Counted objects minus counted holes agree with the formula to within 0.004 per nucleus in every row. The steps of the sweep were tested separately at 40 cycles: the pattern has 0.309 gap closures per nucleus, against 0.304 from $\eta e^{-\eta}$. The numerical output gives the other sweep counts.

Between cycles 20 and 40 the object density drops from $7.7\times10^{11}$ to $3.1\times10^{11}\ \mathrm{cm^{-2}}$. That is a loss of 59% with no ripening and no migration.

**Q:** I also saw the mean island area grow too quickly. Surely that is coarsening.

**A:** The mean object area is $\theta/n$. Compare it with the area of one disc:

$$\frac{\theta/n}{\pi r^2}=\frac{\theta}{\eta}\,\frac{N}{n}.$$

For small $\eta$, $\theta/\eta\approx1-\eta/2$ and $N/n\approx1+2\eta$, so the ratio is about $1+\tfrac32\eta$. It exceeds 1 and increases. At 40 cycles it is

$$\frac{0.395}{0.503\times0.313}=2.5,$$

and at 50 cycles it is 5.2. The objects also differ in size, although all the discs are equal, because they contain different numbers of nuclei, whose discs overlap to different extents. A rising mean area therefore has the same ambiguity as the falling count.

**Q:** If my counts follow your formula, may I conclude that the islands are immobile?

**A:** No, that would be the opposite error. Consider a trial in which every object diffuses as a rigid body with diffusivity $10^{-16}\ \mathrm{cm^2/s}$ and sticks on contact. This value is chosen, not a property of a material, and large objects are given the same diffusivity as small ones. With 10 s per cycle, one random jump per cycle and the same starting positions, the trial leaves 0.300 objects per nucleus after 40 cycles, against 0.313 without motion. That difference of 4% is too small, because contact is tested only after each jump and encounters during the jump are missed. It also scatters by one or two percentage points between trials. At the same diffusivity, separate trials give a difference of 6% to 8% with sixteen shorter jumps per cycle, and of roughly 10% with 48 jumps per cycle or with a correction for the encounters missed within a jump.

A field of 200 nm by 200 nm contains 400 nuclei on average. At 40 cycles the immobile model gives 125 objects in such a field, with a standard deviation of 8.5, or 7% of the mean. A difference of roughly 10% is less than two standard deviations, so one such image could not reliably reveal that migration. This scatter excludes the further uncertainty from objects cut by the image edge.

**Q:** Then what would distinguish the mechanisms?

**A:** Look at what happens to the covered area when no volume is added. A hemisphere has footprint $A=\pi r^2$ and volume $V=\tfrac23\pi r^3$. Therefore $dA=2\pi r\,dr$ and $dV=2\pi r^2\,dr$, which gives

$$\frac{dA}{dV}=\frac1r .$$

Let ripening move a small volume $\delta V$ from an island of radius $r_1$ to a larger one of radius $r_2$. The summed footprint changes by

$$\delta A=\delta V\left(\frac1{r_2}-\frac1{r_1}\right)<0 .$$

This sign does not depend on the rate law, as long as the islands remain hemispheres and the net transfer is from small to large.

Migration followed by rounding has the same sign. Two equal hemispheres combine into one of radius $2^{1/3}r$, with footprint $2^{2/3}\pi r^2$ in place of $2\pi r^2$. The ratio is $2^{-1/3}=0.79$.

**Q:** How large is the effect for ripening that removes as many islands as your growth model does?

**A:** It was calculated for 4000 separate hemispheres with the rate law $dr/dt=K(1/r_c-1/r)$. Here $K$ is a positive constant that sets the time scale, and $r_c$ is adjusted at each moment to conserve total volume. The radii start around 2.0 nm with a standard deviation of 0.4 nm, at the same density $N$. When 31% of the islands are left, the summed footprint has gone from 0.131 to 0.083 of the surface. Immobile growth reaches the same 31% with the coverage having risen from zero to 0.395.

**Q:** My coverage rises from image to image. That settles it in favour of immobile growth.

**A:** It does not, because you are depositing all the time. Added material can raise the coverage while ripening or migration also takes place. The two contributions have to be separated by a control: stop the net deposition, hold the sample at the same temperature for a comparable time, and image it again. If one reactant alone could make the islands mobile, the hold should include exposure to that reactant, provided this adds no deposit.

Immobile, stable islands do not change during the hold, so their count stays the same. If the islands of the immobile pattern at $r=2$ nm start to migrate during a hold of 200 s, one jump every 10 s lowers the count from 0.773 to 0.584 objects per nucleus, a loss of 24%. With sixteen shorter jumps in each 10 s the loss is about 28%, or about 22% if the islands had already been migrating during growth. Both are clearly larger than the difference of roughly 10% that the finest steps give at the end of the growth run.

**Q:** And if the count falls during the hold?

**A:** Then growth into contact is not the explanation for that fall, and the deposit is rearranging or being lost. The count alone does not say which process is at work. Images of the same field before and after help. Immobile growth never uncovers a covered place, so a place that becomes bare, beyond the alignment error of the images, contradicts it. An island that shrinks in place while its neighbours grow suggests ripening; one that reappears displaced suggests migration.

An unchanged count has limits too. It constrains mobility for the island sizes, temperature, gas and duration of the hold. Smaller islands earlier in the run may have behaved differently.

**Q:** How close is your example to a real film?

**A:** The parameters are rough values for oxide deposition on a poorly reactive surface, such as hafnium oxide on hydrogen-terminated silicon. A growth of 0.1 nm per cycle is a usual order of magnitude. The nucleus density depends strongly on surface preparation, so $10^{12}\ \mathrm{cm^{-2}}$ should be replaced by your own value. The assumption I would expect a real surface of this kind to break first is that all nuclei appear at once. If nucleation is instead spread evenly over the first 20 cycles, with the same total number of nucleation attempts, the number of objects divided by that total is 0.50 at cycle 10, when only half of the attempts have been made, 0.93 at cycle 20, 0.76 at cycle 30 and 0.54 at cycle 40. The last value replaces 0.31, because the later nuclei have had less time to grow. The count now rises first and falls afterwards, still without any motion.

**Q:** Does the microscope itself affect the number?

**A:** It can, considerably. If gaps narrower than 1 nm are not resolved, the apparent count at 20 cycles drops from 0.77 to 0.66 per nucleus, and at 40 cycles from 0.31 to 0.22. The second change is 31% of the resolved count. Unresolved gaps therefore exaggerate the fractional loss of islands between the two images, here from 59% to 68%. Islands too small to be seen in the earlier images have the opposite effect, because they are missing from the earlier count.

Random placement is another assumption. If nuclei cannot form within 2 nm of each other, at the same final density, the count at 20 cycles is 0.82 instead of 0.77, since the closest pairs are missing. At 40 cycles it is 0.31 in both cases.

I have not included changes of shape after contact during growth. If touching islands round off, they retract from some places and may advance in others, so neither the nesting argument nor the coverage formula can then be relied on.

**Q:** So what may I write about my micrographs as they stand?

**A:** You may write that the number of connected objects fell and that their mean area rose. Both are expected of immobile nuclei growing into contact, and neither excludes ripening or migration. To claim that islands ripen or migrate, you need evidence that growth alone cannot supply, such as islands that shrink while their neighbours grow, or that reappear displaced, during a hold without deposition. Even that would not show that the process caused most of the fall during deposition. In the migration trial with the finer steps, a hold following growth with migration removed about 22% of the objects, yet motion changed the final count of the growth run by only roughly 10%.

## Table of computed values

```
nucleus density: 0.010 nm^-2 = 1.0e+12 cm^-2
radius growth: 0.10 nm/cycle; cycle time: 10 s
simulated nuclei: 40000; field side: 2000 nm
Fractions below are per nucleus; area ratio = mean object / one disc
cycles 10: r 1.0 nm, eta 0.0314, coverage formula 0.0309, counted 0.0311
   objects 0.9388, holes 0.0001, difference 0.9388, formula 0.9386
   upper bound 0.9410, area ratio 1.05, object density 9.39e+11 cm^-2
cycles 20: r 2.0 nm, eta 0.1257, coverage formula 0.1181, counted 0.1171
   objects 0.7718, holes 0.0009, difference 0.7709, formula 0.7711
   upper bound 0.8025, area ratio 1.22, object density 7.72e+11 cm^-2
cycles 30: r 3.0 nm, eta 0.2827, coverage formula 0.2463, counted 0.2437
   objects 0.5451, holes 0.0044, difference 0.5407, formula 0.5406
   upper bound 0.6614, area ratio 1.60, object density 5.45e+11 cm^-2
cycles 40: r 4.0 nm, eta 0.5027, coverage formula 0.3951, counted 0.3947
   objects 0.3127, holes 0.0154, difference 0.2973, formula 0.3009
   upper bound 0.5670, area ratio 2.51, object density 3.13e+11 cm^-2
cycles 50: r 5.0 nm, eta 0.7854, coverage formula 0.5441, counted 0.5436
   objects 0.1332, holes 0.0318, difference 0.1014, formula 0.0978
   upper bound 0.5216, area ratio 5.20, object density 1.33e+11 cm^-2
Sweep at 40 cycles, events per nucleus (counted, formula):
   uncovered lowest points 0.6065, 0.6049
   all circle crossings 2.0139, 2.0106
   uncovered crossings 1.2242, 1.2163
   gap closures 0.3092, 0.3041
Ripening without deposition, radii 2.0 nm with spread 0.4 nm:
   islands left 0.3125, volume ratio 1.0003
   summed footprint per area 0.1310 -> 0.0834
two equal hemispheres merged and rounded: footprint ratio 0.7937
Neglected effects, objects per nucleus at 20 and 40 cycles:
   reference 0.7718, 0.3127
   gaps below 1 nm unresolved 0.6634, 0.2151
   nuclei at least 2 nm apart 0.8158, 0.3144
   nucleation spread over cycles 0 to 20, by cycle: 5: 0.250, 10: 0.496, 15: 0.730, 20: 0.929, 30: 0.763, 40: 0.538
   200 nm x 200 nm field, 40 cycles: 125.4 objects, standard deviation 8.5
Migration trial: diffusivity 1.0e-16 cm^2/s, 10000 nuclei
   growth, immobile, 20 and 40 cycles 0.7729, 0.3131
   growth, migrating, 20 and 40 cycles 0.7269, 0.3004
   hold without deposition at r = 2.0 nm for 200 s: 0.7729 -> 0.5844
```
